# The -1/r Exchange-Correlation Tail and the Rydberg Series Lost in LDA, part 1

(Sections cited here and not found follow in the second part.)

## First half: the exact potential far from the system

### Two potentials at 7 Å

A neutral model atom holds two electrons in the field of a smeared charge $+2e$. At 7 Å from its centre the exact exchange-correlation potential is $-2.058$ eV. The local density approximation (LDA), solved self-consistently for the same atom, gives $-0.020$ eV, about a hundred times less. Within a sphere of radius 200 Å the exact Kohn-Sham potential, continued beyond 7 Å with exact exchange alone, binds 17 levels of s symmetry, and the LDA potential binds 2.

Both differences have one origin. An electron that moves far away from a neutral system leaves a positive ion behind. The exact potential contains the attraction of that ion, $-1/r$. The LDA potential at a point depends on the density at that point, and the density there is exponentially small.

### Conventions and the model

The algebra is in atomic units, so lengths are in bohr and energies in hartree. Numerical results are in eV and Å unless stated otherwise. The nuclei are clamped and have total charge $Z$; there are $N$ electrons. The Kohn-Sham potential is

$$v_s=v_{\rm ext}+v_H+v_{xc},\qquad v_H(\mathbf r)=\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'.$$

These are potential energies of an electron, so attraction is negative. The density fixes $v_s$ only up to a constant, which is chosen so that $v_s\to0$ at infinity.

The model atom has

$$v_{\rm ext}(r)=-\frac{2\,{\rm erf}(r/a)}{r},\qquad a=0.50\ \text{Å}.$$

This is the potential of a Gaussian charge cloud and differs from $-2/r$ by a term that vanishes like a Gaussian. The interacting singlet ground state is computed with s, p and d partial waves. "Exact" numbers below refer to this model with that set of partial waves. Adding f and g waves raises the ionization energy by 0.014 eV and the excitation energy and Kohn-Sham gap quoted below by 0.012 eV; the level counts do not change.

### One electron: the tail cancels self-repulsion

For $N=1$ there is no electron-electron interaction. The true orbital $\varphi=\sqrt n$ obeys the Schrödinger equation with potential $v_{\rm ext}$. The Kohn-Sham orbital has the same density, hence the same $\varphi$, so $v_s=v_{\rm ext}$. (For one electron this refers to the potential of the occupied spin.) Subtracting $v_{\rm ext}$ gives

$$v_H+v_{xc}=0,\qquad v_{xc}(\mathbf r)=-\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'\;\longrightarrow\;-\frac1r .$$

The last step holds because the density integrates to one and is localized. The Hartree potential contains the repulsion of the electron by its own charge cloud, and $v_{xc}$ removes it. For one electron bound to a smeared unit charge, the computed product $r\,v_{xc}$ at 7 Å is $-1.000000$.

With several electrons $v_{xc}$ no longer equals $-v_H$, and the tail has to come from the many-electron wavefunction.

### Dyson amplitudes

Let $\Psi$ be the ground state with energy $E_N$, and let $\Phi_s$ be the eigenstates of the ion with $N-1$ electrons and energies $E_s^{\rm ion}$. Write $x$ for position and spin together. For fixed $x$, $\Psi$ is a function of the remaining $N-1$ electrons and can be expanded in the states $\Phi_s$:

$$\Psi(x,x_2,\dots,x_N)=\frac1{\sqrt N}\sum_s f_s(x)\,\Phi_s(x_2,\dots,x_N).$$

The coefficients are the Dyson amplitudes,

$$f_s(x)=\sqrt N\int\Phi_s^*\,\Psi\;dx_2\cdots dx_N .$$

The density is $N$ times the integral of $|\Psi|^2$ over all variables but one position. Since the $\Phi_s$ are orthonormal, cross terms vanish:

$$n(\mathbf r)=\sum_{\sigma}\sum_s|f_s(\mathbf r,\sigma)|^2 .$$

To find the equation for $f_s$, separate electron 1 from the others:

$$H_N=h(1)+H_{N-1}(2,\dots,N)+\sum_{j=2}^N\frac1{|\mathbf r_1-\mathbf r_j|},\qquad h=-\tfrac12\nabla^2+v_{\rm ext}.$$

Multiply $(H_N-E_N)\Psi=0$ by $\sqrt N\,\Phi_s^*$ and integrate over electrons 2 to $N$. The first term gives $hf_s$. The second gives $E_s^{\rm ion}f_s$, because $\Phi_s$ is an eigenstate of $H_{N-1}$. The repulsion couples different ion states. With $I_s=E_s^{\rm ion}-E_N$,

$$\left(-\tfrac12\nabla^2+v_{\rm ext}+I_s\right)f_s+\sum_tW_{st}f_t=0,\qquad
W_{st}(\mathbf r)=\Big\langle\Phi_s\Big|\sum_{j=2}^N\frac1{|\mathbf r-\mathbf r_j|}\Big|\Phi_t\Big\rangle .$$

The number $I=I_0$ is the ionization energy.

At large $r$ the repulsion can be expanded,

$$\frac1{|\mathbf r-\mathbf r_j|}=\frac1r+\frac{\hat{\mathbf r}\cdot\mathbf r_j}{r^2}+O(r^{-3}).$$

The first term contains no ion coordinate, so its matrix element is $(N-1)\delta_{st}/r$. The second gives a dipole coupling:

$$W_{st}=\frac{N-1}{r}\,\delta_{st}+\frac{\hat{\mathbf r}\cdot\mathbf d_{st}}{r^2}+O(r^{-3}),\qquad \mathbf d_{st}=\Big\langle\Phi_s\Big|\sum_j\mathbf r_j\Big|\Phi_t\Big\rangle .$$

Three assumptions enter here. The ion ground state is non-degenerate apart from spin, and its amplitude $f_0$ has a non-zero leading tail. The expansion is used inside the whole sum over ion states, although that sum includes very extended states. For those states it is an assumption that the orders in $1/r$ survive the summation.

### The lowest amplitude

Far away $v_{\rm ext}=-Z/r+O(r^{-2})$. Together with the diagonal repulsion $(N-1)/r$ this gives the charge of the ion,

$$Q=Z-N+1,$$

and the lowest amplitude obeys

$$-\tfrac12\nabla^2f_0-\frac Qr f_0+If_0=O(r^{-2})f_0 .$$

Try $f_0=r^\beta e^{-\kappa r}$ times a function of direction. The angular part of the Laplacian contributes at order $r^{-2}$. For the radial part,

$$\frac{f_0'}{f_0}=\frac\beta r-\kappa,\qquad
\frac{f_0''}{f_0}=\Big(\frac\beta r-\kappa\Big)^2-\frac{\beta}{r^2}=\kappa^2-\frac{2\kappa\beta}{r}+O(r^{-2}).$$

Adding $2f_0'/(rf_0)=-2\kappa/r+O(r^{-2})$,

$$\frac{\nabla^2f_0}{f_0}=\kappa^2-\frac{2\kappa(\beta+1)}r+O(r^{-2}).$$

Insert this and collect powers of $1/r$:

$$\Big(I-\frac{\kappa^2}2\Big)+\frac{\kappa(\beta+1)-Q}r=O(r^{-2}).$$

Both brackets must vanish, so

$$\kappa=\sqrt{2I},\qquad \beta+1=\frac Q\kappa .$$

The ionization energy sets the exponential, and the charge of the ion sets the power of $r$ in front of it. For a neutral system $Q=1$.

### The excited amplitudes

Left alone, an excited amplitude would decay as $e^{-\sqrt{2I_t}\,r}$, faster than $f_0$ because $I_t>I$. The dipole coupling to $f_0$ prevents this. Write $f_t=g\,f_0$ and $\Delta=I_t-I>0$. The product rule gives

$$-\tfrac12\nabla^2(gf_0)=g\big(-\tfrac12\nabla^2f_0\big)-\nabla g\cdot\nabla f_0-\tfrac12(\nabla^2g)f_0 .$$

Use the equation for $f_0$ in the first term. In the second keep the radial part $g'f_0'$ with $f_0'\simeq-\kappa f_0$. For $g\propto r^{-2}$ the angular part of the second term and the whole third term are of order $r^{-4}f_0$. Let $w=\hat{\mathbf r}\cdot\mathbf d_{t0}$. Through order $r^{-3}$, for one excited state and leaving out its coupling to the others and higher multipoles,

$$\Delta\,g+\kappa g'=-\frac w{r^2}.$$

At leading order $g=-w/(\Delta r^2)$, whose derivative is $2w/(\Delta r^3)$. Putting this into the second term,

$$g=-\frac w{\Delta r^2}\Big(1+\frac{2\kappa}{\Delta r}+\dots\Big).$$

The amplitude is smaller than $f_0$ by $r^{-2}$, and its share of the density by $r^{-4}$. The first correction makes the local fall steeper than $r^{-4}$ at finite distance.

In the model, the p-wave share of the density is $7.05\times10^{-4}$ at 5.5 Å and $6.83\times10^{-5}$ at 9 Å. The average power between these radii is

$$\frac{\ln(6.83\times10^{-5}/7.05\times10^{-4})}{\ln(9/5.5)}=\frac{-2.33}{0.492}=-4.74 .$$

It is steeper than $-4$, the direction in which the correction points. The first correction alone, with $\Delta=0.52$ hartree for the lowest p level of the ion, gives only about $-4.43$. At these radii $2\kappa/(\Delta r)$ is 0.2 to 0.35, so the omitted terms are not small. The density tail is therefore that of the lowest amplitude,

$$n\sim r^{2\beta}e^{-2\kappa r},\qquad \beta=\frac Q\kappa-1 .$$

### From the density to the potential

The Kohn-Sham orbitals reproduce the same density. In a potential that vanishes at infinity, an orbital of energy $\varepsilon_i<0$ decays with the exponent $\sqrt{-2\varepsilon_i}$. The highest occupied orbital $\varphi_H$ decays most slowly and supplies the tail, except in directions where it has a node. Away from nodes,

$$\varphi_H\sim r^\beta e^{-\kappa r},\qquad \sqrt{-2\varepsilon_H}=\kappa=\sqrt{2I}\quad\Rightarrow\quad \varepsilon_H=-I .$$

The Kohn-Sham equation $-\tfrac12\nabla^2\varphi_H+v_s\varphi_H=\varepsilon_H\varphi_H$ can be solved for the potential:

$$v_s=\varepsilon_H+\frac{\nabla^2\varphi_H}{2\varphi_H}
=\varepsilon_H+\frac{\kappa^2}2-\frac{\kappa(\beta+1)}r+O(r^{-2}).$$

The constant terms cancel, because $\varepsilon_H=-I=-\kappa^2/2$. The coefficient of $1/r$ is $\kappa(\beta+1)=Q$. Hence $v_s\to-(Z-N+1)/r$.

Gauss's law for the total charge gives $v_{\rm ext}+v_H\to-(Z-N)/r$. Subtraction leaves

$$v_{xc}\to-\frac{Z-N+1}r+\frac{Z-N}r=-\frac1r .$$

The result does not depend on $Z-N$. For a neutral system $v_{\rm ext}+v_H$ has no $1/r$ term, so the whole Coulomb tail of $v_s$ comes from $v_{xc}$.

In directions lying in a nodal surface of $\varphi_H$, a different orbital controls the density. The argument does not cover those directions.

### The exact tail in the model

The ion energy is $-26.627$ eV and the two-electron energy is $-38.817$ eV. Therefore

$$I=-26.627+38.817=12.190\ \text{eV}=0.44799\ \text{hartree}.$$

In atomic units $\kappa=\sqrt{2\times0.44799}=0.9466$, and the predicted power of $r$ in the radial function $u=r\varphi_H$ is $\beta+1=1/\kappa=1.056$. The computed density between 4 and 7 Å gives 1.060.

For two electrons in a singlet, $\varphi_H=\sqrt{n/2}$, so the computed density can be inverted directly. The constant in the inversion is $-I$, taken from the energies above. The results in eV are:

| $r$ (Å) | exact $v_{xc}$ | $-1/r$ |
|---|---|---|
| 3 | $-4.809$ | $-4.800$ |
| 4 | $-3.603$ | $-3.600$ |
| 5.5 | $-2.620$ | $-2.618$ |
| 7 | $-2.058$ | $-2.057$ |

A wrong constant would appear as an offset that does not shrink with distance. The difference between the columns falls from 0.009 eV at 3 Å to 0.001 eV at 7 Å, so no offset larger than about 0.001 eV is visible.

The small remainder falls slowly: $r\,v_{xc}+1$ is $-8.1\times10^{-4}$ at 4 Å and $-4.8\times10^{-4}$ at 7 Å. Two corrections of opposite sign contribute. First, inserting $f_t=gf_0$ in the equation for $f_0$ gives an attraction $-\sum_t|w|^2/(\Delta r^4)$, the polarization of the ion. Second, if the excited share of the density is $S\propto r^{-p}$, then $\varphi_H\simeq f_0(1+S/2)$, and the inversion acquires, at leading order,

$$\frac{f_0'}{f_0}\,\frac{S'}2=(-\kappa)\Big(-\frac{pS}{2r}\Big)=+\frac{\kappa pS}{2r}.$$

At 5.5 Å, with $p=4.74$ as the average power, this adds about $0.947\times4.74\times7.05\times10^{-4}/2=1.6\times10^{-3}$ to $r\,v_{xc}$. The next term of the inversion, $\nabla^2S/4=p(p-1)S/(4r^2)$, adds $4.74\times3.74\times7.05\times10^{-4}/(4\times10.39)=0.3\times10^{-3}$ at this radius of 10.39 bohr. The local power near 5.5 Å is nearer 4.4 than the average, which lowers the sum of these two terms to about $1.8\times10^{-3}$. The total deviation there is $-6.5\times10^{-4}$, so a negative part of about $-2.4\times10^{-3}$ must be present. Its sign is that of the polarization term. The leading $r^{-4}$ form of that term, with an ion polarizability of 3.35 atomic units, supplies $-1.5\times10^{-3}$, so higher orders in $1/r$ still matter at this radius. A remainder that is the difference of larger terms need not follow a single power of $r$, and the values computed at 4, 5.5 and 7 Å do not.

## Second half: the LDA potential and the Rydberg levels

### Symbols and results used here

The Kohn-Sham potential $v_s=v_{\rm ext}+v_H+v_{xc}$ vanishes at infinity. The density is $n$, the ionization energy is $I$, and $\varepsilon_H$ is the energy of the highest occupied orbital. For a neutral system the first half gave, off the nodal surfaces of that orbital,

$$v_{xc}\to-\frac1r,\qquad v_s\to-\frac1r,\qquad \varepsilon_H=-I .$$

The example is the two-electron atom with smeared charge $+2e$, for which $I=12.190$ eV. From here on the system is spherical and neutral unless stated otherwise. Radial functions are $u(r)=r\varphi(r)$, with $u(0)=0$.

For a neutral system, the exact $v_{xc}$ and $v_s$ have been shown to approach $-1/r$ away from the nodal surfaces of the highest occupied orbital, and the model atom's computed potential agrees. It remains to find how the LDA potential decays and what the two tails mean for the bound levels and excitation energies.
